When the zero-frequency Kubo response differs from the thermodynamic susceptibility

Take a two-level system with a gap of 2 meV at 10 K, and compute its static susceptibility from the usual sum over pairs of states with the frequency set to zero. For the observable treated below the sum gives 0.526 1/meV. The equilibrium average, differentiated with respect to the field at fixed temperature, gives 0.662 1/meV. The first number is 21% below the second. If the gap is closed, the sum gives zero, while the equilibrium derivative follows a Curie law, proportional to 1/T. Neither calculation contains a mistake. They answer different questions.

**The belief and its appeal**

The belief is that the Kubo response, taken to zero frequency, equals the thermodynamic susceptibility. The argument for it sounds good: a field that varies infinitely slowly lets the system follow, a system that follows is in equilibrium at every moment, and so the slow response is the equilibrium response. For a nondegenerate ground state at zero temperature the conclusion is right. At finite temperature the weak link is the word "equilibrium". An isolated system that follows a slow field stays in its instantaneous energy levels, but nothing resets the probabilities of those levels to the Boltzmann weights of the new energies.

To make this precise, let

H = H0 − fA,

where f is a classical field and A a Hermitian observable. The system has finitely many levels, H0|n⟩ = E_n|n⟩, and T > 0. Before the field acts, the state is ρ0 = exp(−βH0)/Z0, with β = 1/(kT) and weights p_n = exp(−βE_n)/Z0. Matrix elements are written A_nm = ⟨n|A|m⟩. The response is that of an observable B, to first order in f. The isothermal susceptibility χ_T is d⟨B⟩/df in equilibrium at fixed T. The static Kubo response χ_K is the response of the isolated system to a field switched on infinitely slowly, the linear order in f being taken before the slow limit.

**What the isolated system does**

Write ρ = ρ0 + δρ. The first-order part of iħ dρ/dt = [H, ρ] is

iħ dδρ/dt = [H0, δρ] − f(t)[A, ρ0].

Since ρ0 is diagonal, [A, ρ0]_nm = A_nm(p_m − p_n), and therefore

iħ dδρ_nm/dt = (E_n − E_m)δρ_nm − f(t)A_nm(p_m − p_n).

Let f(t) = f exp(−iωt + ηt) with η > 0, one Fourier component of a field that vanishes in the distant past. Then δρ_nm has the same time dependence, the left side becomes (ħω + iħη)δρ_nm, and

δρ_nm = f(t) A_nm(p_m − p_n)/(E_n − E_m − ħω − iħη).

With δ⟨B⟩ = Σ B_mn δρ_nm, the response function is

χ(ω) = Σ_mn (p_m − p_n)B_mn A_nm/(E_n − E_m − ħω − iħη).

If E_m = E_n, then p_m = p_n. The source term vanishes, and δρ_nm stays at its initial value of zero for every ω. This covers m = n: to first order, the isolated system does not change its populations. Setting ω = 0 and then η → 0 leaves

χ_K = Σ_{E_m≠E_n} (p_m − p_n)B_mn A_nm/(E_n − E_m).

**What equilibrium does**

The equilibrium state in the field requires exp(−βH) to first order in f, although A and H0 need not commute. Define S(β) = exp(βH0)exp(−βH). Its derivative is

dS/dβ = exp(βH0)(H0 − H)exp(−βH) = f exp(βH0)A exp(−βH0) S.

Since S(0) = 1, to first order

S = 1 + f ∫₀^β dλ exp(λH0)A exp(−λH0).

Multiplying by exp(−βH0) from the left gives the change of exp(−βH), with matrix elements

f A_nm exp(−βE_n) ∫₀^β dλ exp[λ(E_n − E_m)].

For unequal energies the integral is {exp[β(E_n − E_m)] − 1}/(E_n − E_m). After division by Z0 the matrix element is

f A_nm(p_m − p_n)/(E_n − E_m),

which is the static Kubo result. For equal energies the integrand is 1, and the result is

fβp_n A_nm.

The partition function changes too. The trace contains only terms with m = n, so Z = Z0(1 + fβ⟨A⟩), and normalization adds −fβ⟨A⟩ρ0 to δρ. Taking the average of B and subtracting χ_K gives

χ_T − χ_K = β[Σ_{E_m=E_n} p_n B_mn A_nm − ⟨A⟩⟨B⟩],

where the sum includes m = n and the averages are taken at f = 0.

For B = A this has a simple reading. Let A_d be the part of A that connects states of equal energy. Then the sum is ⟨A_d²⟩, while ⟨A⟩ = ⟨A_d⟩, so

χ_T − χ_K = β(⟨A_d²⟩ − ⟨A_d⟩²) ≥ 0.

All p_n are positive at T > 0, so the variance vanishes if and only if A_d is a multiple of the identity. In that case the belief holds for A. For B ≠ A the difference is a covariance and can have either sign.

It is also a change of populations. Within each degenerate level, choose the basis in which A is diagonal. The energies then shift by −fA_nn to first order, and differentiating the Boltzmann weights gives

dp_n/df = βp_n(A_nn − ⟨A⟩).

Hence Σ A_nn dp_n/df = β(⟨A_d²⟩ − ⟨A_d⟩²), the missing term. An off-diagonal element inside a degenerate level belongs here as well: the field splits the level, and equilibrium then favours the lower of the split states.

**Two levels, worked out**

Let

H0 = −(Δ/2)σz, A = a_z σz + a_x σx.

The lower state 0 has σz = +1, so A_00 = a_z, A_11 = −a_z and A_01 = a_x. The population difference is p_0 − p_1 = tanh(βΔ/2). The Kubo sum has two terms, (m,n) = (0,1) and (1,0). In the second, numerator and denominator both change sign, so the terms are equal:

χ_K = (2a_x²/Δ) tanh(βΔ/2).

For the missing term, ⟨A_d²⟩ = a_z² and ⟨A_d⟩ = a_z tanh(βΔ/2). With 1 − tanh² = sech²,

χ_T = χ_K + βa_z² sech²(βΔ/2).

The free energy gives the same result without perturbation theory for the state. In the field the levels are ±E, with

E² = (Δ/2 + fa_z)² + f²a_x², F = −kT ln[2cosh(βE)].

Since ⟨A⟩ = −dF/df = tanh(βE)E′, a further derivative gives

χ_T = β sech²(βE)E′² + tanh(βE)E″.

Differentiating E² once at f = 0 gives 2EE′ = Δa_z, so E′ = a_z. Differentiating twice gives E′² + EE″ = a_z² + a_x², so E″ = 2a_x²/Δ. The two terms above are then the population term and the Kubo term. The first comes from levels that move and are repopulated, the second from states that are deformed at fixed populations.

Now take Δ = 2 meV, a_z = 0.6, a_x = 0.8 and T = 10 K. These are round model parameters; A is dimensionless and f is in meV. Then β = 1.1605 1/meV and βΔ/2 = 1.1605, with tanh = 0.8212 and sech² = 0.3257. Therefore

χ_K = (2 × 0.64/2) × 0.8212 = 0.526 1/meV,

χ_T − χ_K = 1.1605 × 0.36 × 0.3257 = 0.136 1/meV,

χ_T = 0.662 1/meV.

The populations tell the same story. The upper one is 0.0894, and in equilibrium it changes with the field at the rate −0.1134 1/meV. Moving probability from the lower to the upper state changes ⟨A⟩ by A_11 − A_00 = −1.2 per unit probability, and (−1.2) × (−0.1134) = 0.136 1/meV.

**A slow ramp is not a thermostat**

The dynamical claim can be checked without the Kubo formula. Start from the thermal state, raise f smoothly over a time long compared with ħ/Δ, and integrate the unitary evolution. For a very small final field the response is 0.526 1/meV, equal to χ_K at this precision.

A larger field shows the mechanism. At f = 0.2 meV the gap has grown to 2.263 meV. After the slow ramp the upper population is still 0.0894, while equilibrium at 10 K would require 0.0675. The system has followed its energy levels, as the adiabatic theorem says for a gap that stays open, and for that reason it is no longer at 10 K. When the lower of two levels is the more populated, the ratio of the populations defines a positive temperature; here it is larger in proportion to the gap, 10 K × 2.263/2 = 11.3 K.

With frozen populations the average is ⟨A⟩ = (p_0 − p_1)E′(f), because the lower and upper levels ∓E contribute +E′ and −E′. Its derivative at f = 0 is tanh(βΔ/2)E″ = χ_K. The slow limit is adiabatic in the mechanical sense, and the belief mistakes it for an isothermal one.

**Cold and hot limits**

At low temperature sech²(βΔ/2) tends to 4exp(−βΔ), and the missing term tends to

4βa_z² exp(−βΔ).

It is exponentially small because there is almost no population to move. At 2 K it is 7.6 × 10⁻⁵ 1/meV, and χ_K/χ_T = 0.9999. This is the regime in which the belief is harmless. A degenerate ground level is different: unless A is a multiple of the identity within it, its variance there stays finite as T → 0, and the missing term grows as 1/T.

At high temperature tanh(βΔ/2) tends to βΔ/2 and sech² tends to 1. Then χ_K → βa_x² and χ_T → β(a_x² + a_z²), so

χ_K/χ_T → a_x²/(a_x² + a_z²) = 0.64.

The ratio is 0.794 at 10 K, 0.688 at 20 K and 0.640 at 300 K. Heating makes both susceptibilities small, but it does not bring them together in relative terms.

At 10 K, χ_T is slightly larger than at 2 K, 0.662 against 0.640 1/meV, although χ_K falls between these temperatures. The Kubo part loses 0.114 1/meV as the population difference shrinks, while the population term gains 0.136 1/meV.

**When the gap closes**

At Δ = 0 the Hamiltonian H0 is a multiple of the identity, and so is ρ0. Unitary evolution cannot change such a state, whatever the field does, so χ_K = 0. Equilibrium gives χ_T = β(a_x² + a_z²), the Curie law of a free two-level moment.

This looks inconsistent with the case of a small gap. For A = σx the diagonal elements vanish, the belief is true for any Δ > 0, and

χ_K = χ_T = (2/Δ) tanh(βΔ/2) → β as Δ → 0.

The jump from β to zero comes from the order of limits. Keep the switching rate η finite and set ω = 0. The two terms of the Kubo sum are

tanh(βΔ/2)[1/(Δ − iħη) + 1/(Δ + iħη)] = 2Δ tanh(βΔ/2)/(Δ² + ħ²η²).

If η → 0 first, the result tends to β as the gap closes. If Δ → 0 first, it is zero. With ħη = 0.01 meV at 10 K, a gap of 0.1 meV gives 1.148 1/meV, close to the static 1.159. A gap of 0.01 meV, equal to ħη, gives half the static value, 0.580. A gap of 0.001 meV gives 0.011. "Slow" means slow compared with Δ/ħ, and no switching is slow for a gap of zero.

The field must be small on the same scale. After a slow ramp with A = σx, frozen populations give ⟨A⟩ = tanh(βΔ/2) f/E with E² = Δ²/4 + f². This is linear only for |f| ≪ Δ/2, and it saturates at tanh(βΔ/2). The equilibrium average tanh(βE) f/E stays linear, close to βf, as long as βE ≪ 1. Near degeneracy the isolated system therefore follows the Kubo value only in a very narrow range of fields, while the equilibrium response keeps nearly the same value well beyond it.

**Constant entropy is a third case**

One might repair the belief by saying that χ_K is the thermodynamic susceptibility at constant entropy. For two nondegenerate levels this is true. In general it is not.

Let χ_S be the derivative of ⟨A⟩ along equilibrium states of fixed entropy S, with B = A. Along this path the temperature changes by dT/df = −(∂S/∂f)/(∂S/∂T). Since S = −∂F/∂T and ⟨A⟩ = −∂F/∂f, equality of mixed derivatives gives ∂S/∂f = ∂⟨A⟩/∂T. Thus

χ_S = χ_T − (∂⟨A⟩/∂T)²/(∂S/∂T).

From dp_n/dT = p_n(E_n − ⟨H0⟩)/(kT²) follow

∂⟨A⟩/∂T = Cov(A,H0)/(kT²),

∂S/∂T = (1/T)∂⟨H0⟩/∂T = Var(H0)/(kT³),

and hence, provided the levels are not all equal,

χ_T − χ_S = β Cov(A,H0)²/Var(H0).

Only A_d contributes to the covariance. The Cauchy–Schwarz inequality gives Cov(A_d,H0)² ≤ Var(A_d)Var(H0), so this difference is at most β Var(A_d) = χ_T − χ_K. Therefore

χ_T ≥ χ_S ≥ χ_K.

For two nondegenerate levels A_d = a_zσz = −(2a_z/Δ)H0. The two quantities are proportional, the inequality becomes an equality, and χ_S = χ_K.

A three-level system with energies 0, 2 and 2 meV separates all three. With the real symmetric A whose rows are (0.5, 0.4, 0.2), (0.4, 0.3, 0.6) and (0.2, 0.6, −0.4), at 10 K,

χ_K = 0.151, χ_S = 0.243, χ_T = 0.291 1/meV.

The gap between the outer values is 0.140 1/meV, of which, in the basis in which A is written above, 0.071 comes from diagonal elements and 0.069 from the element inside the degenerate pair. Only the sum is independent of the basis chosen within that pair; in the basis that diagonalizes A there, all of it comes from diagonal elements. Isolated evolution does preserve the entropy −k Tr ρ ln ρ, but the state it reaches need not be thermal at any temperature. Where χ_S differs from χ_K, as it does here, reaching it requires the levels to exchange population among themselves.

**Which one is measured**

A bath makes the distinction a matter of time scales. Suppose a weak bosonic bath moves the two-level system up at the rate γ0N and down at γ0(N + 1), where N = 1/[exp(βg) − 1] and g = Δ + 2a_z f is the gap to first order. Then

dp_1/dt = γ0[N(1 − p_1) − (N + 1)p_1] = −Γ(p_1 − p_1^eq),

with Γ = γ0(2N + 1) = γ0 coth(βg/2) and p_1^eq = N/(2N + 1) = 1/[exp(βg) + 1]. To first order in f the change of Γ plays no part, because it multiplies a difference that vanishes at f = 0. For a field proportional to exp(−iωt), −iωδp_1 = −Γ(δp_1 − f dp_1^eq/df), so

δp_1 = f (dp_1^eq/df)/(1 − iω/Γ).

Multiplication by A_11 − A_00 turns this into the population part of the response:

χ_pop(ω) = (χ_T − χ_K)/(1 − iω/Γ).

Integrating the rate equation with γ0 = 0.01 1/ps, for which Γ = 0.0122 1/ps, gives a real part of 0.135 1/meV at ω = 0.1Γ, 0.068 at ω = Γ and 0.0013 at ω = 10Γ. If the bath is weak enough to leave the deformation of the states unaffected, the full response is χ_K + χ_pop for ω ≪ Δ/ħ. A field with ω ≪ Γ then measures χ_T. A field in the window Γ ≪ ω ≪ Δ/ħ measures χ_K.

**The same terms for Kohn–Sham orbitals**

In density functional theory at finite temperature the pair sum reappears with orbital energies ε_i and Fermi occupations n_i = 1/{exp[β(ε_i − μ)] + 1}. Consider independent fermions in a prescribed Kohn–Sham potential, with one-particle Hamiltonian h = h0 − fa. Self-consistent changes of the Hartree and exchange-correlation potentials are left out.

The equilibrium one-particle density matrix n(h) commutes with h. To first order, [h0, δn] = f[a, n0], or

(ε_i − ε_j)δn_ij = f a_ij(n_j − n_i).

For unequal energies this gives the usual pair term. For equal energies it says nothing, and δn must come from the Fermi function. In a basis that diagonalizes a within each degenerate level, ε_i shifts by −fa_ii. Since dn_i/dε_i = −βw_i with w_i = n_i(1 − n_i), at fixed μ

δn_ii = fβw_i a_ii.

The isothermal response of a at fixed chemical potential is therefore

χ_μ = Σ_{ε_i≠ε_j} |a_ij|²(n_i − n_j)/(ε_j − ε_i) + βΣ_i w_i a_ii².

If the mean particle number is held fixed instead, μ must shift, and δn_ii = βw_i(fa_ii + δμ). Requiring Σδn_ii = 0 gives δμ = −fΣw_i a_ii/Σw_i, so

χ_N = χ_μ − β(Σ_i w_i a_ii)²/Σ_i w_i.

Take h0 equal to the two-level H0 above, one spinless fermion on average (μ = 0), and a = (1 + A)/2. This a is a projector, because A² = (a_z² + a_x²)·1 = 1, and it can be read as the occupation of one site. Its diagonal elements are 0.8 and 0.2, its off-diagonal element is 0.4, and the occupations are 0.7614 and 0.2386. They differ from the earlier p_n because the particle number now fluctuates. The pair sum is

2 × 0.16 × (0.76141 − 0.23859)/2 = 0.0837 1/meV,

whereas χ_N = 0.1216 and χ_μ = 0.2270 1/meV. The pair sum gives 69% of the isothermal response at fixed mean number and 37% of that at fixed chemical potential. A static density response built from pairs of unequal orbital energies is thus not, in general, the derivative of the thermal density with respect to the potential, even before any question about the exchange-correlation kernel arises.

These results rest on a discrete spectrum. With a continuum of levels there is no smallest gap for the switching to be slow against, and the order of the limits has to be examined anew.

Computed values

```
gap = 2.0 meV, az = 0.6, ax = 0.8, T = 10.0 K
k_B T = 0.86173 meV, beta = 1.16045 1/meV
beta*gap/2 = 1.16045, tanh = 0.82119, sech^2 = 0.32565
populations: lower 0.91059, upper 0.08941
d(upper population)/df = -0.11337 1/meV
chi_K closed form = 0.52556 1/meV
chi_K from slow unitary ramp = 0.52556 1/meV
missing population term = 0.13605 1/meV
chi_T from equilibrium derivative = 0.66160 1/meV
chi_S at fixed entropy = 0.52556 1/meV
chi_K/chi_T = 0.7944
field f = 0.2 meV, gap in field = 2.26274 meV
upper population after slow ramp = 0.08941
upper population in equilibrium at same T = 0.06750
T (K), chi_K (1/meV), chi_T (1/meV), chi_K/chi_T:
      2  0.63999  0.64006  0.9999
      5  0.62778  0.65938  0.9521
     10  0.52556  0.66160  0.7944
     20  0.33461  0.48639  0.6879
     50  0.14593  0.22514  0.6482
    300  0.02474  0.03865  0.6402
missing term at 2 K = 7.624e-05 1/meV
A = sigma_x, T = 10.0 K, switching hbar*eta = 0.01 meV
gap (meV), static Kubo, Kubo at finite eta, chi_T (1/meV):
  1.000  1.04566  1.04555  1.04566
  0.100  1.15915  1.14767  1.15915
  0.010  1.16044  0.58022  1.16044
  0.001  1.16045  0.01149  1.16045
  0.000  0.00000  0.00000  1.16045
three levels (meV): [0.0, 2.0, 2.0], A rows: [[0.5, 0.4, 0.2], [0.4, 0.3, 0.6], [0.2, 0.6, -0.4]]
  chi_K = 0.15076, chi_S = 0.24266, chi_T = 0.29082 1/meV
  missing: diagonal 0.07149, degenerate 0.06857 1/meV
bath: gamma0 = 0.01 1/ps, relaxation rate = 0.01218 1/ps
omega/Gamma, population term real, imaginary (1/meV):
   0.1  0.13470  0.01347
   1.0  0.06802  0.06802
  10.0  0.00135  0.01347
Kohn-Sham orbitals: occupations 0.76141, 0.23859
  site weights 0.80, 0.20; off-diagonal element 0.40
  unequal-energy pair sum = 0.08365 1/meV
  isothermal, fixed mean number = 0.12160 1/meV
  isothermal, fixed chemical potential = 0.22700 1/meV
```
